# Isotropic elastic constants and P–SV scattering at a welded interface

## Definitions and conventions

Two homogeneous, lossless elastic solids fill $z<0$ (medium 1) and $z>0$ (medium 2). They are welded at $z=0$: displacement and traction are continuous there. Each isotropic medium has density $\rho$, longitudinal speed $c_L$ and shear speed $c_T$. A wave polarized along its propagation direction is called P. A shear wave polarized in the plane of incidence $xz$ is called SV, and one polarized along $y$ is called SH.

All fields vary as

$$e^{i\omega(px+kz-t)},\qquad k=sq,\quad s=\pm1,\quad q=\sqrt{1/c^2-p^2},\quad \operatorname{Im}q\ge0 .$$

Here $p$ and $k$ are slownesses (wavevector components divided by $\omega$). The stress on a plane of constant $z$ is written $(\sigma_{xz},\sigma_{zz})=i\omega(t_x,t_z)$. Slownesses are in s/km and densities in g/cm³.

The setting discussed here is the reduction of a calculated elastic tensor to an isotropic average. It turns the tensor into two sound speeds. For a cubic crystal the Voigt average, which is the average of the stiffness tensor over orientations, keeps its two linear invariants:

$$C_{iijj}:\ 3C_{11}+6C_{12}=9\lambda+6\mu,\qquad C_{ijij}:\ 3C_{11}+6C_{44}=3\lambda+12\mu .$$

Three times the second equation minus the first gives $30\mu=6C_{11}-6C_{12}+18C_{44}$. The first, divided by three, gives $3\lambda+2\mu=C_{11}+2C_{12}$. Hence

$$\mu=\rho c_T^2=\frac{C_{11}-C_{12}+3C_{44}}5,\qquad \lambda+2\mu=\rho c_L^2=\frac{C_{11}+2C_{12}+4\mu}3 .$$

For germanium, rough constants of 129, 48 and 67 GPa give $\mu=56.4$ GPa and $\lambda+2\mu=150.2$ GPa. With $\rho=5.32$ g/cm³ the speeds are 5.31 and 3.26 km/s.

## From elastic constants to four wave columns

For a plane wave with slowness vector $\mathbf s=(p,k)$, the isotropic equation of motion becomes

$$\mathbf u=(c_L^2-c_T^2)\,\mathbf s(\mathbf s\cdot\mathbf u)+c_T^2(\mathbf s\cdot\mathbf s)\mathbf u .$$

If $\mathbf u\parallel\mathbf s$, this requires $p^2+k^2=1/c_L^2$. If $\mathbf s\cdot\mathbf u=0$, it requires $p^2+k^2=1/c_T^2$. The polarizations are therefore $c_L(p,k)$ for P and $c_T(k,-p)$ for SV. They have unit length when $k$ is real.

Hooke's law, divided by $i\omega$, reads

$$t_x=\rho c_T^2(ku_x+pu_z),\qquad t_z=\rho(c_L^2-2c_T^2)pu_x+\rho c_L^2ku_z .$$

For P, $t_x=2\rho c_T^2c_Lpk$ and

$$t_z=\rho c_L\,[c_L^2(p^2+k^2)-2c_T^2p^2]=c_Lg,\qquad g=\rho(1-2c_T^2p^2).$$

For SV, $t_x=\rho c_T^3(k^2-p^2)=c_Tg$, because $k^2=1/c_T^2-p^2$. The terms in $c_L^2$ cancel in $t_z$, leaving $-2\rho c_T^3pk$. In the order $(u_x,u_z,t_x,t_z)$ the columns are

$$\mathbf P^{s}=c_L\begin{pmatrix}p\\sq_L\\2\rho c_T^2psq_L\\g\end{pmatrix},\qquad
\mathbf S^{s}=c_T\begin{pmatrix}sq_T\\-p\\g\\-2\rho c_T^2psq_T\end{pmatrix}.$$

## The linear system

Continuity must hold at every $x$, so all waves share the same $p$. This is Snell's law. A wave incident from medium 1 has $s=+1$, reflected waves have $s=-1$, and transmitted waves have $s=+1$. When $p>1/c$, $q=i|q|$ and both outgoing forms decay away from the interface.

Write $\mathbf I$ for the incident column. Continuity is

$$\mathbf I+R_P\mathbf P_1^-+R_S\mathbf S_1^-=T_P\mathbf P_2^++T_S\mathbf S_2^+ ,$$

and moving the unknowns to the left gives the four-by-four system

$$\big[\mathbf P_1^-\;\;\mathbf S_1^-\;\;-\mathbf P_2^+\;\;-\mathbf S_2^+\big]
\begin{pmatrix}R_P\\R_S\\T_P\\T_S\end{pmatrix}=-\mathbf I .$$

The matrix must be nonsingular. Exact grazing incidence is excluded, because the incident wave then carries no flux towards the interface. Traction and displacement rows have different units, so the traction rows should be divided by a typical impedance before the condition number is judged.

At normal incidence the P equations reduce to $1-R_P=T_P$ and $Z_1(1+R_P)=Z_2T_P$, with $Z=\rho c_L$. Eliminating $T_P$ gives $R_P=(Z_2-Z_1)/(Z_2+Z_1)$. Identical media then give no reflection.

## Why the outgoing fluxes sum to one

The mean power per area along $z$ is $J_z=-\langle\sigma_{zj}v_j\rangle$. With $v_j=-i\omega u_j$ and $\langle\operatorname{Re}a\operatorname{Re}b\rangle=\tfrac12\operatorname{Re}(ab^*)$,

$$J_z=-\tfrac12\operatorname{Re}[(i\omega t_j)(i\omega u_j^*)]=\tfrac12\omega^2\operatorname{Re}(\mathbf t\cdot\mathbf u^*).$$

For a single propagating P wave of amplitude $A$, the columns give

$$\mathbf t\cdot\mathbf u^*=|A|^2c_L^2sq_L(2\rho c_T^2p^2+g)=s\rho c_L^2q_L|A|^2 .$$

The same algebra for SV gives $s\rho c_T^2q_T|A|^2$. For a single evanescent wave $\mathbf t\cdot\mathbf u^*$ is purely imaginary, because each term contains one factor $k$ or $k^*$. Its mean normal flux is zero even though its amplitude is not.

It remains to deal with the cross terms between waves. The equation of motion gives

$$\partial_j(\sigma_{ij}u_i^*)=-\rho\omega^2|\mathbf u|^2+\sigma_{ij}\partial_ju_i^* .$$

Both terms on the right are real for real elastic constants. Since $J_j=\tfrac12\omega\operatorname{Im}(\sigma_{ij}u_i^*)$, the mean flux has no divergence. It does not depend on $x$, so $J_z$ cannot depend on $z$ within a medium.

Two superposed waves with amplitudes $a,b$ contribute a cross term $\operatorname{Re}[Xab^*e^{i\omega(k_1-k_2^*)z}]$. This must be constant in $z$ for every phase of $ab^*$, so $X=0$ unless $k_1=k_2^*$. The incident and reflected waves of one type have real $k$ of opposite sign. P and SV have different real values of $k^2$. Neither pair meets the exception, and all cross terms vanish.

Continuity of $\mathbf u$ and $\mathbf t$ makes $J_z$ equal on the two sides of the weld. With $w=\rho c^2\operatorname{Re}q$,

$$w_{\rm in}-\sum_{\rm refl}w|R|^2=\sum_{\rm trans}w|T|^2
\quad\Longrightarrow\quad \sum_{\rm out}\frac{w|A|^2}{w_{\rm in}}=1 .$$

**What this check does not establish.** The proof holds for any real elastic constants, so a sum of one says nothing about the quality of the calculated tensor. It also holds for a frictionless sliding contact, where $t_x=0$ on both sides while $u_z$ and $t_z$ are continuous. Finally, suppose that every evanescent $q$ is given the wrong sign. Each column is a real function of $q$, so the matrix becomes its complex conjugate. The incident column is real, so all amplitudes are conjugated and every flux fraction is unchanged. The phases and the decay are then wrong, and the sum does not reveal it. The sign of $\operatorname{Im}q$ needs its own check.

## Worked example: germanium on silicon

The model uses rough, rounded values: for Ge, $\rho=5.32$, $c_L=5.3$, $c_T=3.3$; for Si, $\rho=2.33$, $c_L=9.0$, $c_T=5.4$. Waves arrive from Ge.

**P at 30°.** Here $p=0.5/5.3=0.09434$ s/km, and all outgoing waves propagate. The solution is

$$R_P=-0.0351,\quad R_S=-0.2550,\quad T_P=1.3627,\quad T_S=-0.5023 .$$

The normal slownesses are $q_P=0.1634$ and $q_S=0.2880$ in Ge, and $0.0587$ and $0.1594$ in Si. Continuity of $u_x$ can be followed by hand:

$$0.5000-0.0351(0.5000)-0.2550(-0.9503)=0.7248,$$
$$1.3627(0.8491)-0.5023(0.8605)=0.7248 .$$

The weights $\rho c^2q$ are 24.42 and 16.68 in Ge, and 11.08 and 10.83 in Si. For example,

$$\frac{w|T_P|^2}{w_{\rm in}}=\frac{11.08}{24.42}(1.3627)^2=0.842 .$$

The four fractions, in the order $R_P,R_S,T_P,T_S$, are 0.0012, 0.0444, 0.8425 and 0.1119. They sum to one, whereas the squared amplitudes sum to 2.18. An amplitude above one is no contradiction, since the transmitted P wave has a smaller weight.

**SV at 30°.** The critical angle for P in Si is 21.51°, so that wave is evanescent. Its amplitude, $0.389-0.522i$, is substantial, but its flux is zero. The other fractions are 0.152 for reflected P, 0.132 for reflected SV and 0.716 for transmitted SV. Replacing the weld by a sliding contact, with media and angle held fixed, lowers the transmitted fraction to 0.545. The fluxes still sum to one.

**SV at 50°.** This exceeds the critical angles for SV in Si (37.67°) and for P in Ge (38.51°). The reflected SV wave is the only outgoing wave that propagates, and it carries all the flux with a phase of $-89.28°$. Reversing the evanescent branches would turn this phase into $+89.28°$.

In an angle scan from both sides, with P and SV incidence from 0.25° to 89.75° in steps of 0.5°, the flux sum departed from one by at most $1.8\times10^{-15}$. The largest condition number of the scaled matrix was 34.5.

## From flux fractions to thermal conductance

Let $M(p)$ be the transmitted fraction summed over all propagating incident modes. SH waves decouple from P and SV and must be added. With $Z=\rho c_T^2q_T$, continuity gives $1+R=T$ and $Z_1(1-R)=Z_2T$. Hence $T=2Z_1/(Z_1+Z_2)$, and the transmitted fraction is $Z_2T^2/Z_1=4Z_1Z_2/(Z_1+Z_2)^2$ when both waves propagate.

$M$ is the same from either side. To see this, normalize propagating amplitudes to unit flux. Flux conservation for every incident superposition makes the square scattering matrix unitary, so its rows and its columns each have unit norm. Let medium 1 have $N_1$ incident modes at this $p$. Summing the squared elements over its columns gives $N_1$ as reflection within medium 1 plus transmission from 1 to 2. Summing over its rows gives $N_1$ as the same reflection plus transmission from 2 to 1. The two transmissions are equal. The row norms also show that $M\le N_2$.

A phonon population at temperature $T$ (now a temperature, not an amplitude) sends through the interface

$$J=\int\frac{d^2k_\parallel}{(2\pi)^2}\int\frac{d\omega}{2\pi}\,\hbar\omega\,n(\omega,T)\,M(p),$$

where $v_z\,dk_z=d\omega$ has been used. Since $k_\parallel=\omega p$, $d^2k_\parallel=2\pi\omega^2p\,dp$. Using $\int_0^\infty\hbar\omega^3n\,d\omega=\pi^4(k_BT)^4/(15\hbar^3)$ and differentiating with respect to $T$,

$$G=\frac{\pi^2k_B^4T^3}{15\hbar^3}\,I,\qquad I=\int pM(p)\,dp .$$

At 1 K the prefactor is $2.04\times10^4$ W/(m² K) per s²/km². The integral is $0.02107$ from P–SV and $0.01484$ from SH, so

$$G=(2.04\times10^4)(0.0359)\approx 732\ \mathrm{W/(m^2\,K)} .$$

Integrating the same transmitted fractions over the density of states and the angles of incidence also gives 732. This tests the prefactor and the change of variables, not the fractions themselves.

**What limits the conductance.** An imaginary plane inside Ge has $I=\tfrac12(1/c_L^2+2/c_T^2)=0.1096$ and $G=2235$ W/(m² K). The bound $M\le N_2$ limits the interface to the same expression evaluated for Si, $0.0405$. Silicon's smaller range of propagating slownesses therefore leaves at most 37% of the Ge value. Partial reflection within that range leaves 89% of this limit. The product is 33%, in agreement with $732/2235$.

**Which temperature is meant.** $G$ refers to the temperatures of the incoming populations. This is why an imaginary plane has a finite $G$. Suppose instead that each side is assigned the flux-weighted mean temperature of its incoming and outgoing phonons. If $G_j$ is the imaginary-plane conductance of medium $j$, the two populations on that side differ by $J/G_j$ for a small net flux $J$. The mean lies $J/(2G_j)$ from the incoming temperature, towards the other side, so

$$\frac1{G'}=\frac1G-\frac1{2G_1}-\frac1{2G_2} .$$

With $G_1=2235$ and $G_2=(2.04\times10^4)(0.0405)\approx825$, $G'\approx1.9\times10^3$ W/(m² K). The definition changes the number by a factor of about 2.5, so it must be stated with any comparison.

## When to keep the full tensor

Suppose a calculation makes all elastic constants of both solids too large by a factor $1+\eta$, at fixed densities. All speeds grow by $a=\sqrt{1+\eta}$. The displacement rows depend on $cp$, and the traction rows gain a common factor $a$. The fractions are therefore the old ones evaluated at $ap$, and $I$ scales as $1/a^2$:

$$G\to G/(1+\eta).$$

A common 5% excess in stiffness lowers $G$ by 4.8%. Errors that differ between the two solids also change their mismatch, and this rule does not cover them.

The isotropic average can be removed without changing the structure of the problem. For a (001) interface and a symmetry-plane azimuth, let $C'_{11}$ be the in-plane longitudinal constant. Hooke's law and the equation of motion become

$$ku_x=\frac{t_x}{C_{44}}-pu_z,\qquad ku_z=\frac{t_z-C_{12}pu_x}{C_{11}},$$
$$kt_x=\Big[\rho-p^2\Big(C'_{11}-\frac{C_{12}^2}{C_{11}}\Big)\Big]u_x-\frac{C_{12}}{C_{11}}pt_z,\qquad kt_z=\rho u_z-pt_x .$$

This is a four-by-four eigenvalue problem for $k$, and its eigenvectors replace the analytic columns. Outgoing waves are selected by the sign of their flux if $k$ is real, and by their decay otherwise. For azimuth [100], $C'_{11}=C_{11}$. For [110], a unit stretch has $e_{xx}=e_{yy}=e_{xy}=\tfrac12$ in the cubic axes, which gives $C'_{11}=(C_{11}+C_{12}+2C_{44})/2$. With isotropic constants, this route reproduced the flux fractions of the analytic columns to $8.2\times10^{-15}$ for 200 random pairs of media.

For Ge on Si, using cubic constants in both solids changes the P–SV integral by $+1.1\%$ along [100] and $-8.2\%$ along [110], relative to the rounded isotropic model. These changes also contain the effect of rounding the isotropic speeds, such as 3.3 instead of 3.26 km/s for $c_T$ of Ge. Measured against the unrounded Voigt speeds, the changes are about $+1.6\%$ and $-7.7\%$. P–SV supplies 59% of $I$, so the [110] change, applied at every azimuth, would contribute about $-5\%$ to $G$. This is not an estimate of the total change in $G$, not even of its sign, because the SH part changes as well. Along [110] its in-plane constant is $(C_{11}-C_{12})/2$, which is 51 GPa in Si against 68 GPa in the isotropic model. This widens the range of propagating SH slownesses and tends to raise $G$. Along [100] the in-plane constant is $C_{44}$, which is 80 GPa in Si, and the effect is the opposite. With these constants the SH integral changes by about $-15\%$ along [100] and $+33\%$ along [110], so the sum of P–SV and SH changes by about $-5.5\%$ and $+9\%$, opposite in sign to the P–SV part alone. At a general azimuth all three polarizations couple and the eigenvalue problem is six-by-six. Averaged over azimuth it gives $G\approx738$ W/(m² K), about 1% above the isotropic value.

For this pair, the isotropic average therefore gives the P–SV integral to within about 10% along the two azimuths tested. Its small error in the full $G$, about 1%, comes from cancellation between polarizations and azimuths, and it means that the third digit of 732 belongs to the model, not to the real pair. For angle-resolved transmission, or for crystals with stronger anisotropy, the full tensor should be kept.

## Range of use and the real interface

The heat spectrum at 1 K peaks at 0.080 THz, where the shear wavelength in Ge is 41 nm. Grading the interface linearly over 1 nm changes the P–SV integral by about 0.1% at most at that frequency: the computed change, 0.01%, is below the 0.1% tolerance to which the sharp limit of this calculation was checked. A nearest-neighbour chain with layer spacing 0.283 nm has $v/c=\sqrt{1-(\omega d/2c)^2}$, a group-velocity loss of 0.023%. This estimate may be low, because real Ge shear branches are flatter than those of such a chain. The peak wavelength scales as $1/T$. At 10 K it is about 4 nm, and the effect of a 1 nm grading must be computed again.

The half-spaces must also be thick compared with the evanescent decay length $1/(\omega|q|)$. For SV at 50° and the peak frequency, this is 14 nm for shear in Si. It grows without limit near a critical angle. A thinner silicon layer lets flux tunnel through if the material behind it carries a propagating wave at the same $p$. This condition is necessary but not sufficient. Propagating phonons also return from the far faces of a film, so the formula for $G$ requires each solid to be thick enough for them to thermalize first.

Real Ge films on Si depart from the ideal weld. The 4.2% lattice mismatch is held as strain, relaxed by dislocations, or divided between the two. For full relaxation the ideal dislocation spacing is about $0.392/0.042=9.3$ nm. Here 0.392 nm is the mean lattice constant divided by $\sqrt2$, the repeat distance along [110] in the interface. This assumes pure edge (90°) dislocations. Each 60° dislocation relieves half as much misfit, so such an array has half the spacing and twice the threshold frequencies given below. Such an array of spacing $\Lambda$ shifts $p$ by $1/(\Lambda f)$. A new propagating order needs a shift smaller than $2/c_T$, hence $f>c_T/(2\Lambda)=0.178$ THz. At 1 K, 6.7% of the heat spectrum lies above this frequency. These values hold for the isotropic model. In cubic Ge the slow shear wave along [110] has the speed $\sqrt{(C_{11}-C_{12})/(2\rho)}=2.76$ km/s, which lowers the threshold to about 0.15 THz and raises the share to about 15%. These thresholds concern grazing shear waves in Ge, outside the propagating range of Si. An order that links a Ge wave to a slowness propagating in Si needs a shift smaller than $1/c_{T,\rm Ge}+1/c_{T,\rm Si}$, hence $f>0.22$ THz and a share of about 2% in the isotropic model. A share indicates where diffraction is possible; it is not the resulting change in $G$, which was not computed. Near room temperature, solid interfaces have conductances of very roughly $10^8$ W/(m² K). Extending the $T^3$ law to 300 K would give $2\times10^{10}$, so the elastic model must not be extrapolated there. Its use here is for cryogenic phonons whose wavelengths are long compared with the lattice spacing and the interface width.

The remaining digits are in the numerical output.

## Computed results

```
Ge model: density 5.32 g/cm3, cL 5.3, cT 3.3 km/s
Ge rough cubic C11, C12, C44: (129.0, 48.0, 67.0) GPa
Ge Voigt-average cL, cT: 5.31, 3.26 km/s
Si model: density 2.33 g/cm3, cL 9.0, cT 5.4 km/s
Si rough cubic C11, C12, C44: (166.0, 64.0, 80.0) GPa
Si Voigt-average cL, cT: 9.01, 5.42 km/s
critical angle P Ge -> P Si: 36.08 deg
critical angle P Ge -> SV Si: 78.96 deg
critical angle SV Ge -> P Si: 21.51 deg
critical angle SV Ge -> SV Si: 37.67 deg
critical angle SV Ge -> P Ge: 38.51 deg
incident P in Ge at 30 deg: p = 0.09434 s/km
  amplitudes RP,RS,TP,TS: -0.0351+0.0000j, -0.2550+0.0000j, 1.3627+0.0000j, -0.5023+0.0000j
  flux fractions RP,RS,TP,TS: 0.00123, 0.04443, 0.84248, 0.11186
  flux sum 1.0000000000; sum of |amplitude|^2 2.1755
incident SV in Ge at 30 deg: p = 0.15152 s/km
  amplitudes RP,RS,TP,TS: 0.1599-0.3344j, -0.2423+0.2714j, 0.3892-0.5224j, 1.1715+0.3633j
  flux fractions RP,RS,TP,TS: 0.15185, 0.13235, 0.00000, 0.71580
  flux sum 1.0000000000; sum of |amplitude|^2 2.1986
incident SV in Ge at 50 deg: p = 0.23213 s/km
  amplitudes RP,RS,TP,TS: -0.4761-0.4821j, 0.0126-0.9999j, -0.6293-0.6372j, 1.8270-1.8041j
  flux fractions RP,RS,TP,TS: 0.00000, 1.00000, 0.00000, 0.00000
  flux sum 1.0000000000; sum of |amplitude|^2 8.8536
outgoing angles, first case, RP,RS,TP,TS: 30.00, 18.14, 58.11, 30.63 deg
reflected SV phase at 50 deg: -89.28 deg
SV 30 deg transmitted: welded 0.71580, sliding 0.54539
largest finite-difference error, step 0.010 km: 2.8e-05
largest finite-difference error, step 0.002 km: 1.1e-06
largest flux-sum error in angle scan: 1.8e-15
largest difference from eigenvector method: 8.2e-15
largest condition number, scaled matrix: 34.5
integral p M dp: P-SV 0.021067, SH 0.014837 s2/km2
temperature: 1.0 K
conductance G: 731.9 W/(m2 K)
G from density of states and angles: 731.9 W/(m2 K)
G of an imaginary plane in Ge: 2234.8 W/(m2 K)
peak of heat spectrum: x = 3.830, frequency 0.0798 THz
Ge shear wavelength at the peak: 41.4 nm
cubic anisotropy, azimuth [100]: P-SV integral changes +1.1 %
cubic anisotropy, azimuth [110]: P-SV integral changes -8.2 %
1 nm graded interface at the peak: P-SV integral changes +0.01 %
chain estimate of group-velocity loss in Ge: 0.023 %
rough lattice constants Ge, Si: 0.566, 0.543 nm; misfit 4.2 %
misfit-array spacing: 9.3 nm; diffraction opens at 0.178 THz
share of heat spectrum above that frequency: 6.7 %
```
